# Half-Voltage and One-Third-Voltage Biasing of Crossbar Arrays

## Four cells

Take two row wires and two column wires with a memory cell at each of the four crossings. To write one cell, its row is held at $V>0$ and its column at zero. The other row and the other column must also be given potentials, and these decide what the remaining three cells experience.

Let each cell be a resistor $R$. If both free wires are held at $V/2$, the cell sharing the selected row has $V-V/2=V/2$ across it, the cell sharing the selected column has $V/2-0=V/2$, and the diagonal cell has zero. The heat in the three unselected cells is

$$P_{1/2}=2\,\frac{(V/2)^2}{R}=\frac{V^2}{2R}.\tag{1}$$

If instead the free row is held at $V/3$ and the free column at $2V/3$, the first two cells have $V-2V/3=V/3$ and $V/3-0=V/3$. The diagonal cell has $V/3-2V/3=-V/3$. Then

$$P_{1/3}=3\,\frac{(V/3)^2}{R}=\frac{V^2}{3R}.\tag{2}$$

Here the second scheme has both the smaller disturb voltage and the smaller leakage power. The first advantage survives in every larger array. The second generally does not, because the number of diagonal cells grows as the product of the array dimensions. It is lost when both dimensions grow; an array with only a few rows can keep it at any length, as two rows of resistors do.

## Cell voltages and their numbers

Consider $M$ rows and $N$ columns, with $M,N\ge2$. Row $i$ has potential $u_i$, column $j$ has potential $w_j$, and the cell voltage is $v_{ij}=u_i-w_j$. The selected cell is $(s,t)$, with $u_s=V$ and $w_t=0$. The lines are taken as ideal, so each has one potential along its whole length, and the state is steady, so capacitive charging is absent. All unselected cells obey one strictly increasing law $I(v)$ with $I(0)=0$.

The unselected cells form three groups:

- $N-1$ cells share the selected row;
- $M-1$ cells share the selected column;
- $(M-1)(N-1)$ cells share neither.

The first two groups together contain $M+N-2$ cells. The total is

$$(M+N-2)+(M-1)(N-1)=MN-1,\tag{3}$$

as it must be when one cell of $MN$ is set aside.

In the half scheme all unselected lines are at $V/2$. The subtractions made for four cells apply unchanged to each group: $M+N-2$ cells are at $V/2$ and $(M-1)(N-1)$ cells are at zero. In the third scheme the unselected rows are at $V/3$ and the unselected columns at $2V/3$. Then $M+N-2$ cells are at $+V/3$ and $(M-1)(N-1)$ cells at $-V/3$. All $MN-1$ cells are now disturbed, most of them with reversed polarity when $M$ and $N$ are both large.

These counts refer to one write. Suppose every cell is written once, always with the same polarity. A given cell is then disturbed $M+N-2$ times by writes in its own row or column, and sees $(M-1)(N-1)$ writes elsewhere. In the half scheme it receives $M+N-2$ pulses of $V/2$. In the third scheme it receives $M+N-2$ pulses of $+V/3$ and $(M-1)(N-1)$ of $-V/3$. Whether many weak pulses harm the stored state less than a few stronger ones depends on the switching kinetics, which $I(v)$ alone does not determine.

## No scheme has a worst disturb voltage below $V/3$

Choose any unselected row $i$ and unselected column $j$. Adding and subtracting $w_j$ and $u_i$ gives

$$V=u_s-w_t=(u_s-w_j)+(w_j-u_i)+(u_i-w_t).\tag{4}$$

The three brackets are, up to sign, the voltages of three unselected cells. By the triangle inequality,

$$V\le |v_{sj}|+|v_{ij}|+|v_{it}|\le 3\max_{\rm unselected}|v|.\tag{5}$$

Hence at least one unselected cell carries $V/3$ or more, whatever potentials are applied to the free lines. The third scheme attains this bound. The argument uses no current law, so it also holds for rectifying cells, provided that disturbance is measured by the magnitude of the voltage.

## Leakage power

Leakage power here means the heat produced in the unselected cells. A cell at voltage $v$ produces heat at the rate $vI(v)$, which is positive for $v\ne0$ because $I$ has the sign of $v$. In the half scheme the cells at zero voltage contribute nothing, so

$$P_{1/2}=(M+N-2)\,\frac V2\,I\!\left(\frac V2\right).\tag{6}$$

In the third scheme the reversed cells contribute $(-V/3)I(-V/3)=(V/3)|I(-V/3)|$ each, and

$$P_{1/3}=\frac V3\left[(M+N-2)\,I\!\left(\frac V3\right)+(M-1)(N-1)\left|I\!\left(-\frac V3\right)\right|\right].\tag{7}$$

If the law is odd, $I(-v)=-I(v)$, the two currents in (7) have equal magnitude and (3) gives

$$P_{1/3}=(MN-1)\,\frac V3\,I\!\left(\frac V3\right).\tag{8}$$

In a real array the cells store different states and conduct differently. With ideal lines the voltages are fixed by the drivers, so each cell's heat can be evaluated separately. If $I$ describes the most conducting state at each voltage, (6) and (7) are upper bounds for any stored pattern.

## Which scheme dissipates less

For an odd law, dividing (8) by (6) gives

$$\frac{P_{1/3}}{P_{1/2}}=\frac23\,\frac{MN-1}{M+N-2}\,\frac{I(V/3)}{I(V/2)}.\tag{9}$$

For a square array, $M=N=n$, the geometric factor is

$$\frac{n^2-1}{2(n-1)}=\frac{n+1}{2},$$

and therefore

$$\frac{P_{1/3}}{P_{1/2}}=\frac{n+1}{3}\,\frac{I(V/3)}{I(V/2)}.\tag{10}$$

The ratio rises linearly with $n+1$ and passes through one at

$$n^*=3\,\frac{I(V/2)}{I(V/3)}-1.\tag{11}$$

Below $n^*$ the third scheme dissipates less; above it the half scheme does. Two effects compete: the third scheme lowers the current per cell, but it disturbs a number of cells proportional to the area of the array rather than to its perimeter.

For the odd power law $I\propto \mathrm{sgn}(v)|v|^p$, $p>0$, equation (11) becomes

$$n^*=3\left(\frac32\right)^p-1.\tag{12}$$

A resistor, $p=1$, has $n^*=3.5$, in agreement with the advantage found for $n=2$. A cubic law gives 9.1 and a fifth-power law 21.8.

A steeper model is $I(v)=I_0\sinh(v/v_0)$. With $x=V/v_0$,

$$\frac{I(V/2)}{I(V/3)}=\frac{e^{x/2}-e^{-x/2}}{e^{x/3}-e^{-x/3}}
=e^{x/6}\,\frac{1-e^{-x}}{1-e^{-2x/3}}.\tag{13}$$

For $x\gg1$ the last fraction tends to one, so

$$n^*+1\simeq3\,e^{V/(6v_0)}.\tag{14}$$

For $x\ll1$ the ratio of hyperbolic sines tends to $3/2$ and the resistor value returns. The exponent in (14) contains $V/6$ because the two disturb voltages differ by $V/2-V/3=V/6$.

For a law that is not odd, (6) and (7) must be compared directly. In a square array, $P_{1/3}<P_{1/2}$ reads, after division by $(n-1)V/3$,

$$2I(V/3)+(n-1)|I(-V/3)|<3I(V/2),$$

or

$$n<1+\frac{3I(V/2)-2I(V/3)}{|I(-V/3)|}.\tag{15}$$

For an odd law this reduces to $n<n^*$. A small reverse current moves the limit to much larger arrays.

## Biasing between the two schemes

Both schemes belong to a family in which unselected rows are at $aV$ and unselected columns at $(1-a)V$. The cells sharing a selected line have voltage $aV$, since $V-(1-a)V=aV$ and $aV-0=aV$. The others have $aV-(1-a)V=-(1-2a)V$. The half scheme is $a=1/2$ and the third scheme is $a=1/3$.

Let the law be odd and differentiable, and define $g(v)=vI(v)$, which is even. For a square array

$$P(a)=2(n-1)\,g(aV)+(n-1)^2g\big((1-2a)V\big).\tag{16}$$

The chain rule gives a factor $V$ in the first term and $-2V$ in the second:

$$\frac{dP}{da}=2(n-1)V\left[g'(aV)-(n-1)\,g'\big((1-2a)V\big)\right].\tag{17}$$

Since $g'(v)=I(v)+vI'(v)$, we have $g'(0)=0$, while $g'(v)>0$ for $v>0$. At $a=1/2$ the derivative (17) is therefore positive, and a slight reduction of $a$ lowers the power. The half scheme is never the minimum of this family. At $a=1/3$ the bracket equals $(2-n)g'(V/3)$, which is negative for $n>2$. A minimum thus lies between the two schemes, where

$$g'(aV)=(n-1)\,g'\big((1-2a)V\big).\tag{18}$$

If $g$ is strictly convex, so is $P(a)$, and this minimum is unique. The sinh law qualifies, because $g''=(I_0/v_0)[2\cosh(v/v_0)+(v/v_0)\sinh(v/v_0)]>0$. For such a convex $g$ and $n=2$, the minimum is at $a=1/3$.

The resistor can be solved by hand. With $g=v^2/R$, (18) becomes $a=(n-1)(1-2a)$, so

$$a=\frac{n-1}{2n-1},\qquad 1-2a=\frac1{2n-1}.\tag{19}$$

Insertion into (16) gives

$$P_{\min}=\frac{V^2}{R}\,\frac{(n-1)^2}{(2n-1)^2}\,[2(n-1)+1]
=\frac{V^2}{R}\,\frac{(n-1)^2}{2n-1}.\tag{20}$$

The half scheme dissipates $(n-1)V^2/(2R)$, so the ratio is $P_{\min}/P_{1/2}=2(n-1)/(2n-1)$. It approaches one for large $n$: for resistors in a large array, little is gained by leaving $a=1/2$.

## A worked comparison

Take the sinh law with the model parameters $V=3$ V, $I_0=1$ nA and $v_0=0.25$ V. The currents are $I(V)=81.4\ \mu$A, $I(V/2)=201.7$ nA and $I(V/3)=27.29$ nA. The selected cell dissipates $244\ \mu$W. From (11), $n^*=3(7.39)-1=21.2$, so the half scheme first wins at $n=22$.

For $n=16$ the powers are

$$P_{1/2}=30\,(1.5\ {\rm V})(201.7\ {\rm nA})=9.08\ \mu{\rm W},$$

$$P_{1/3}=255\,(1\ {\rm V})(27.29\ {\rm nA})=6.96\ \mu{\rm W}.$$

The third scheme is better in both respects. For $n=1024$,

$$P_{1/2}=2046\,(1.5\ {\rm V})(201.7\ {\rm nA})=0.619\ {\rm mW},$$

$$P_{1/3}=1\,048\,575\,(1\ {\rm V})(27.29\ {\rm nA})=28.6\ {\rm mW}.$$

The third scheme now leaks 46 times as much. Its worst disturb voltage is still 1 V instead of 1.5 V, so the choice is a trade between worst disturb voltage and power.

The optimum of (18) for $n=1024$ is $a=0.480$. The power falls to 0.530 mW, 14% below the half scheme, and the largest disturb voltage to 1.44 V. For $n=16$ the optimum is $a=0.395$, with $2.91\ \mu$W and 1.19 V. That power is less than half of either standard scheme's.

How steep must the sinh law be for the third scheme to match the half scheme at $n=1024$? Solving (14) for $v_0$ gives

$$v_0=\frac{V}{6\ln[(n+1)/3]}=\frac{3\ {\rm V}}{6\ln(1025/3)}=0.0857\ {\rm V}.$$

The corresponding selectivity is $I(V)/I(V/2)=2\cosh(V/2v_0)\simeq e^{V/(2v_0)}=[(n+1)/3]^3\simeq4\times10^7$. With $v_0=0.25$ V it is about 400.

A resistor with the same $I(V)$ would give 125 mW in the half scheme and 28.4 W in the third scheme. The nonlinearity of the sinh law reduces these powers by factors of about 200 and 990. It helps the third scheme more, but not enough to overcome the number of cells.

For these parameters the diode law $I=I_0[\exp(v/v_0)-1]$ reverses the verdict, as long as the lines are ideal. With the same $I_0$ and $v_0$, its currents are 402.4 nA at $V/2$, 53.6 nA at $V/3$ and $-0.982$ nA at $-V/3$. For $n=1024$, (6) gives 1.24 mW and (7) gives

$$P_{1/3}=(1\ {\rm V})\,[2046(53.6)+1\,046\,529(0.982)]\ {\rm nA}\simeq1.14\ {\rm mW}.$$

The third scheme is 8% lower. This margin does not survive wire resistance: with 1 ohm per segment and the drivers still at the nominal potentials, the powers become about 0.77 mW in the half scheme and 1.11 mW in the third, because the line drop cuts the forward leakage while the saturated reverse current hardly changes. Equation (15) places the limit near $n=1120$, so the advantage is about to disappear. The verdict depends on $v_0$: at 0.3 V the third scheme would again leak more at this array size. Both values are about ten times the thermal voltage at room temperature, 0.026 V, so these numbers illustrate an asymmetric law and do not describe an ordinary junction diode. The result applies to writing in the forward direction. A memory that must also be written with a large reversed current cannot use a cell obeying this law, whose reverse current never exceeds $I_0$; the law leaves out reverse breakdown.

## What the supplies and the wires add

Cell heat is not always the energy drawn from the supplies. For an odd law in the third scheme, each unselected column receives $I(V/3)$ from the selected row and sends $I(V/3)$ to each of $M-1$ unselected rows. Its driver must source the difference, $(M-2)I(V/3)$. Each unselected row receives $(N-1)I(V/3)$ and passes $I(V/3)$ to the selected column, so its driver sinks $(N-2)I(V/3)$. The total rail currents are

$$J_{2V/3}^{\rm source}=(N-1)(M-2)I(V/3),\qquad
J_{V/3}^{\rm sink}=(M-1)(N-2)I(V/3).\tag{21}$$

For the sinh example with $n=1024$ each is 28.5 mA. Apart from the selected cell's own current, the selected row sources $(n-1)I(V/3)$ at potential $V$. The sourced leakage power is therefore

$$P_{\rm source}=V(n-1)I(V/3)+\frac{2V}{3}(n-1)(n-2)I(V/3)
=\frac{V}{3}(n-1)(2n-1)I(V/3).\tag{22}$$

Divided by (8), this is $(2n-1)/(n+1)$, which tends to two. The example gives 57.1 mW against 28.6 mW of cell heat. The difference is absorbed by the $V/3$ supply and is lost unless that supply can reuse it. In the half scheme of a square array, the unselected rows source $(n-1)I(V/2)$ and the unselected columns sink the same current. If they share one rail, its net current is zero.

Wire resistance limits the use of all these formulas. Take a $6\times5$ array with the sinh law, 1 ohm per wire segment, and the selected cell in the third row and fourth column, counted from the driven ends of the wires. There the wire resistance lowers the leakage power by only 0.09% in the half scheme and 0.03% in the third scheme. A long line is different. In the half scheme with $n=1024$, the selected row's driver supplies $288\ \mu$A, of which $81\ \mu$A goes to the selected cell and about $206\ \mu$A leaks away evenly along the row. If the selected cell is at the far end, the mean line current is about $81+103=184\ \mu$A. At 1 ohm per segment the ideal currents would imply a drop of about $(184\ \mu{\rm A})(1024\ \Omega)=0.19$ V. The selected column carries the same current, so a cell at the far end of both lines would lose twice this, 0.38 V. This exceeds $v_0$, so the cell currents change appreciably. When wires and cells are solved together, each line drops 0.11 V, the selected cell receives 2.78 V and $34\ \mu$A, and $P_{1/2}$ falls from 0.619 to 0.455 mW. For the sinh law, the ideal-line results require voltage drops much smaller than $v_0$; otherwise the potentials along the wires must be solved together with the cell currents. The numerical output lists the sinh-law powers for both array sizes, and the resistor and diode powers for $n=1024$.

## Values computed for the example and the checks

```
Write voltage V: 3 V
Current scale I0: 1 nA
Voltage scale v0: 0.25 V
I(V): 81.377 uA
I(V/2): 201.71 nA
I(V/3): 27.29 nA
I(V/2)/I(V/3): 7.3915
Selected-cell power: 244.13 uW
Least worst disturb voltage (linear program): 1 V
n=16: cells at V/2, half scheme: 30
n=16: cells at +V/3, third scheme: 30
n=16: cells at -V/3, third scheme: 225
n=16: all disturbed cells, third scheme: 255
n=16: P_half: 9.0771 uW
n=16: P_third: 6.9589 uW
n=16: P_third/P_half: 0.76665
n=16: best a: 0.39504
n=16: power at best a: 2.9091 uW
n=16: largest disturb voltage at best a: 1.1851 V
n=1024: cells at V/2, half scheme: 2046
n=1024: cells at +V/3, third scheme: 2046
n=1024: cells at -V/3, third scheme: 1046529
n=1024: all disturbed cells, third scheme: 1048575
n=1024: P_half: 619.06 uW
n=1024: P_third: 28616 uW
n=1024: P_third/P_half: 46.224
n=1024: best a: 0.47982
n=1024: power at best a: 530.1 uW
n=1024: largest disturb voltage at best a: 1.4395 V
Crossover n*, sinh law: 21.174
Crossover n*, exponential estimate: 21.167
First n where half scheme wins, sinh law: 22
Crossover n*, resistor: 3.5
Crossover n*, cubic law: 9.125
Crossover n*, fifth-power law: 21.781
v0 for equal powers at n=1024: 0.085707 V
n=1024, resistor: P_half: 124.87 mW
n=1024, resistor: P_third: 28443 mW
n=1024, diode: P_half: 1.2351 mW
n=1024, diode: P_third: 1.137 mW
Diode I(V/2): 402.43 nA
Diode I(V/3): 53.598 nA
Diode I(-V/3): -0.98168 nA
n=1024: selected-row current, half: 287.73 uA
n=1024: selected-row current, third: 109.29 uA
n=1024: current sourced by 2V/3 rail: 28.532 mA
n=1024: current sunk by V/3 rail: 28.532 mA
n=1024: sourced leakage power, third: 57.147 mW
6x5 array, 1 ohm per segment: change of P_half: -0.0939 %
6x5 array, 1 ohm per segment: change of P_third: -0.031 %
```
